# Exact SU(2) Symmetry and the Persistent Spin Helix in Two Dimensions: test program

```python
# Result under test: for equal Rashba (alpha) and linear Dresselhaus (beta) strength
#   H = p^2/2m + V(r) + alpha (ky sx - kx sy) + beta (kx sx - ky sy)
# has an exact SU(2) symmetry for every scalar potential V. The conserved spin
# pattern is a helix along x+ = (x+y)/sqrt2 with wave vector Q = 4 m alpha/hbar^2.
# Spin axes: t1 = (sx+sy)/sqrt2, t2 = sz, t3 = (sx-sy)/sqrt2.
# Numerical units: meV, nm, ps.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

# ---------- symbolic test: commutators with an arbitrary potential ----------
x, y = sp.symbols('x y', real=True)
m_s, a_s, hb_s = sp.symbols('m alpha hbar', positive=True)
SX = sp.Matrix([[0, 1], [1, 0]])
SY = sp.Matrix([[0, -sp.I], [sp.I, 0]])
SZ = sp.Matrix([[1, 0], [0, -1]])
T1, T2, T3 = (SX + SY) / sp.sqrt(2), SZ, (SX - SY) / sp.sqrt(2)
V_s = sp.Function('V')(x, y)
spinor = sp.Matrix([sp.Function('f')(x, y), sp.Function('g')(x, y)])


def apply_h(psi):
    kx_psi, ky_psi = -sp.I * psi.diff(x), -sp.I * psi.diff(y)
    kinetic = -hb_s**2 / (2 * m_s) * (psi.diff(x, 2) + psi.diff(y, 2))
    rashba = a_s * (SX * ky_psi - SY * kx_psi)
    dresselhaus = a_s * (SX * kx_psi - SY * ky_psi)
    return kinetic + V_s * psi + rashba + dresselhaus


def generators(q):
    angle = q * (x + y) / sp.sqrt(2)
    c, s = sp.cos(angle), sp.sin(angle)
    return [(c * T1 + s * T2) / 2, (c * T2 - s * T1) / 2, T3 / 2]


def commutator_on_spinor(J):
    return (apply_h(J * spinor) - J * apply_h(spinor)).applyfunc(sp.expand)


Q_s = 4 * m_s * a_s / hb_s**2
J = generators(Q_s)
for Ji in J:
    assert commutator_on_spinor(Ji) == sp.zeros(2, 1)
assert commutator_on_spinor(generators(Q_s / 2)[0]) != sp.zeros(2, 1)
for i in range(3):
    A, B, C = J[i], J[(i + 1) % 3], J[(i + 2) % 3]
    assert (A * B - B * A - sp.I * C).applyfunc(sp.simplify) == sp.zeros(2, 2)

# ---------- model parameters and derived quantities ----------
mass_ratio, alpha, density = 0.05, 20.0, 0.004      # -, meV nm, nm^-2
hbar = const.hbar / const.e * 1e15                  # meV ps
h2m = const.hbar**2 / (mass_ratio * const.m_e) / const.e * 1e21  # meV nm^2
q0 = 2 * alpha / h2m
Q = 4 * alpha / h2m
E0 = 2 * alpha**2 / h2m
K = np.sqrt(2 * np.pi * density)
EF = h2m * K**2 / 2 - E0

sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
t1, t2, t3 = (sx + sy) / np.sqrt(2), sz, (sx - sy) / np.sqrt(2)
one = np.eye(2)


def so_field(kp, km, a, b, cubic=0.0):
    """Coefficients of sx and sy at momentum (k+, k-)."""
    kx, ky = (kp - km) / np.sqrt(2), (kp + km) / np.sqrt(2)
    return (a * ky + b * kx + cubic * kx * ky**2,
            -a * kx - b * ky - cubic * ky * kx**2)


def bloch_h(kp, km):
    kp, km = np.asarray(kp, float), np.asarray(km, float)
    gx, gy = so_field(kp, km, alpha, alpha)
    kin = h2m * (kp**2 + km**2) / 2
    return (kin[..., None, None] * one + gx[..., None, None] * sx
            + gy[..., None, None] * sy)


# ---------- Fermi contours found by root search on the 2x2 eigenvalues ----------
circle_error = 0.0
for phi in np.linspace(0.1, 0.1 + 2 * np.pi, 24, endpoint=False):
    cp, cm = np.cos(phi), np.sin(phi)
    for band in (0, 1):
        kf = brentq(lambda k: np.linalg.eigvalsh(bloch_h(k * cp, k * cm))[band] - EF,
                    0.0, 0.6, xtol=1e-13)
        vec = np.linalg.eigh(bloch_h(kf * cp, kf * cm))[1][:, band]
        s = np.vdot(vec, t3 @ vec).real
        assert abs(abs(s) - 1) < 1e-8
        radius = np.hypot(kf * cp + np.sign(s) * q0, kf * cm)
        circle_error = max(circle_error, abs(radius - K))
assert circle_error < 1e-9
grid = (np.arange(400) + 0.5) / 400 * 0.5 - 0.25
KP, KM = np.meshgrid(grid, grid, indexing='ij')
counted = np.sum(np.linalg.eigvalsh(bloch_h(KP, KM)) < EF)
counted_density = counted * (0.5 / 400)**2 / (2 * np.pi)**2
assert abs(counted_density / density - 1) < 5e-3     # finite counting grid

# ---------- shift relation and the mismatch at another wave vector ----------
chi_plus = np.linalg.eigh(t3)[1][:, 1]
chi_minus = np.linalg.eigh(t3)[1][:, 0]


def branch(chi, kp, km):
    return np.einsum('a,nab,b->n', chi.conj(), bloch_h(kp, km), chi).real


ang = np.linspace(0, 2 * np.pi, 720, endpoint=False)
kp_f, km_f = K * np.cos(ang) - q0, K * np.sin(ang)
shift_error = np.max(np.abs(branch(chi_minus, kp_f + Q, km_f)
                            - branch(chi_plus, kp_f, km_f)))
assert shift_error < 1e-9
delta = -Q / 2
mismatch = branch(chi_minus, kp_f + Q + delta, km_f) - branch(chi_plus, kp_f, km_f)
predicted = h2m * (kp_f + q0) * delta + h2m * delta**2 / 2
assert np.max(np.abs(mismatch - predicted)) < 1e-9


# ---------- converse: number of independent local conserved operators ----------
def local_count(a, b):
    lx, ly = b * sx - a * sy, a * sx - b * sy
    curvature = lx @ ly - ly @ lx

    def ad(M):
        return np.kron(M, one) - np.kron(one, M.T)
    rows = np.vstack([ad(curvature), ad(curvature) @ ad(lx), ad(curvature) @ ad(ly)])
    return 4 - np.linalg.matrix_rank(rows)


counts = [local_count(20., 20.), local_count(20., -20.), local_count(30., 10.),
          local_count(20., 0.)]
assert counts == [4, 4, 1, 1]

# ---------- disordered periodic cell, Fourier grid ----------
nx, ny = 31, 13
Lx = 2 * np.pi / q0                                  # two helix pitches
Ly = Lx / 2
N = nx * ny
xp, xm = [g.ravel() for g in np.meshgrid(np.arange(nx) * Lx / nx,
                                       np.arange(ny) * Ly / ny, indexing='ij')]
kp1 = 2 * np.pi * (np.arange(nx) - nx // 2) / Lx
km1 = 2 * np.pi * (np.arange(ny) - ny // 2) / Ly
kp, km = [g.ravel() for g in np.meshgrid(kp1, km1, indexing='ij')]
F = np.exp(-1j * (np.outer(kp, xp) + np.outer(km, xm))) / np.sqrt(N)
rng = np.random.default_rng(7)
V = np.zeros(N)
for i in range(-3, 4):
    for j in range(-2, 3):
        if (i, j) != (0, 0):
            phase = 2 * np.pi * (i * xp / Lx + j * xm / Ly)
            V += rng.normal() * np.cos(phase + rng.uniform(0, 2 * np.pi))
V -= V.mean()
V_rms = 3.0
V *= V_rms / np.sqrt(np.mean(V**2))


def k_operator(values):
    return F.conj().T @ (values[:, None] * F)


H_scalar = k_operator(h2m * (kp**2 + km**2) / 2) + np.diag(V)


def solve(a, b, cubic=0.0):
    gx, gy = so_field(kp, km, a, b, cubic)
    H = (np.kron(H_scalar, one) + np.kron(k_operator(gx), sx)
         + np.kron(k_operator(gy), sy))
    return np.linalg.eigh(H)


def pattern(q):
    return (np.cos(q * xp)[:, None, None] * t1 + np.sin(q * xp)[:, None, None] * t2)


times = np.linspace(0, 40, 201)
late = times >= 20
k_start = 4 * 2 * np.pi / Lx
packet = np.exp(np.cos(2 * np.pi * xp / Lx) + np.cos(2 * np.pi * xm / Ly)
                + 1j * k_start * xp)
packet /= np.linalg.norm(packet)
chi1 = np.linalg.eigh(t1)[1][:, 1]


def follow(solution, q):
    """Amplitude of the spin pattern q, and mean k+, for a packet started in it."""
    energies, W = solution
    half = q * xp / 2
    spin = np.cos(half)[:, None] * chi1 - 1j * np.sin(half)[:, None] * (t3 @ chi1)
    psi0 = (packet[:, None] * spin).ravel()
    coeff = W.conj().T @ psi0
    psi = W @ (np.exp(-1j * np.outer(energies, times) / hbar) * coeff[:, None])
    psi = psi.reshape(N, 2, -1)
    rotated = np.einsum('nab,nbt->nat', pattern(q), psi)
    amplitude = np.sum(psi.conj() * rotated, axis=(0, 1)).real
    psik = (F @ psi.reshape(N, -1)).reshape(N, 2, -1)
    momentum = np.sum(kp[:, None, None] * np.abs(psik)**2, axis=(0, 1))
    return amplitude, momentum


equal = solve(alpha, alpha)
E_scalar = np.linalg.eigvalsh(H_scalar)
n_levels = 40
level_error = np.max(np.abs(equal[0][:n_levels]
                            - (np.repeat(E_scalar, 2)[:n_levels] - E0)))
assert level_error < 1e-4                            # finite Fourier grid

helix, momentum = follow(equal, Q)
uniform, _ = follow(equal, 0.0)
reverse, _ = follow(equal, -Q)
helix_error = np.max(np.abs(helix - 1))
assert abs(uniform[0] - 1) < 1e-10 and abs(reverse[0] - 1) < 1e-10
assert helix_error < 1e-5                            # finite Fourier grid
assert abs(momentum[late].mean()) < 0.5 * momentum[0]
assert abs(uniform[late].mean()) < 0.5
assert abs(reverse[late].mean()) < 0.5

a_uneq, b_uneq = 30.0, 10.0                          # same sum as alpha + alpha
unequal, _ = follow(solve(a_uneq, b_uneq), Q)
assert unequal[late].mean() < 0.8
gamma = -1000.0                                     # meV nm^3
cubic, _ = follow(solve(alpha, alpha, gamma), Q)
assert cubic[late].mean() < 0.97

# ---------- thermal helix: local spin density after a long time ----------
kT, P, t_end = 2.0, 0.1, 40.0
energies, W = equal
idx = np.arange(N)
helix_matrix = np.zeros((N, 2, N, 2), complex)
helix_matrix[idx, :, idx, :] = pattern(Q)
helix_matrix = helix_matrix.reshape(2 * N, 2 * N)
weight = (W * np.exp(-energies / kT)) @ W.conj().T
rho = weight + P * (weight @ helix_matrix + helix_matrix @ weight) / 2
R = W.conj().T @ rho @ W
turn = np.exp(-1j * energies * t_end / hbar)
R = turn[:, None] * R * turn.conj()[None, :]
rho_t = (W @ R @ W.conj().T).reshape(N, 2, N, 2)[idx, :, idx, :]
e_s, w_s = np.linalg.eigh(H_scalar)
n_local = 2 * (np.abs(w_s)**2 @ np.exp(-(e_s - E0) / kT))
spin_local = np.array([np.einsum('ab,nba->n', t, rho_t).real for t in (t1, t2, t3)])
expected = P * n_local * np.array([np.cos(Q * xp), np.sin(Q * xp), 0 * xp])
local_error = np.max(np.abs(spin_local - expected)) / (P * n_local.max())
assert local_error < 1e-5                            # finite Fourier grid

# ---------- printed numbers ----------
print(f"effective mass: {mass_ratio} m_e")
print(f"alpha = beta: {alpha:.1f} meV nm")
print(f"electron density: {density * 1e14:.2e} cm^-2")
print(f"hbar^2/m: {h2m:.2f} meV nm^2")
print(f"circle shift q0 = 2 m alpha/hbar^2: {q0:.5f} nm^-1")
print(f"helix wave vector Q = 4 m alpha/hbar^2: {Q:.5f} nm^-1")
print(f"helix pitch 2 pi/Q: {2 * np.pi / Q:.2f} nm")
print(f"energy shift E0 = 2 m alpha^2/hbar^2: {E0:.4f} meV")
print(f"Fermi circle radius K: {K:.5f} nm^-1")
print(f"Fermi energy (zero at k = 0): {EF:.3f} meV")
print(f"circle crossing points at k+ = 0, |k-|: {np.sqrt(K**2 - q0**2):.5f} nm^-1")
print(f"largest radius error of searched Fermi points: {circle_error:.1e} nm^-1")
print(f"density from counting states: {counted_density * 1e14:.3e} cm^-2")
print(f"largest |eps_-(k+Q) - eps_+(k)| on circle: {shift_error:.1e} meV")
print(f"same with Q/2 in place of Q: {np.max(np.abs(mismatch)):.3f} meV")
print("local conserved operators incl. identity, by (alpha, beta) in meV nm:")
print(f"  (20,20): {counts[0]}  (20,-20): {counts[1]}  (30,10): {counts[2]}"
      f"  (20,0): {counts[3]}")
print(f"cell along x+ and x-: {Lx:.1f} nm, {Ly:.1f} nm")
print(f"grid points along x+ and x-: {nx}, {ny}")
print(f"disorder rms: {V_rms:.1f} meV; min {V.min():.2f}, max {V.max():.2f} meV")
print(f"levels compared with scalar problem: {n_levels}")
print(f"largest level difference after shift E0: {level_error:.1e} meV")
print(f"packet mean k+ at start: {momentum[0]:.5f} nm^-1")
print(f"packet mean k+, average over 20-40 ps: {momentum[late].mean():.5f} nm^-1")
print(f"helix Q, largest change of amplitude in 40 ps: {helix_error:.1e}")
print("pattern amplitude averaged over 20-40 ps (start value 1):")
print(f"  helix Q, equal strengths: {helix[late].mean():.6f}")
print(f"  uniform spin, equal strengths: {uniform[late].mean():.3f}")
print(f"  reverse helix -Q, equal strengths: {reverse[late].mean():.3f}")
print(f"  helix Q, alpha {a_uneq:.0f}, beta {b_uneq:.0f} meV nm: "
      f"{unequal[late].mean():.3f}")
print(f"  helix Q, cubic term {gamma:.0f} meV nm^3: {cubic[late].mean():.3f}")
print(f"<kz^2> implied by beta = -gamma <kz^2>: {-alpha / gamma:.3f} nm^-2")
print(f"thermal helix: kT {kT:.1f} meV, polarization {P:.2f}, time {t_end:.0f} ps")
print(f"thermal density, max/min over cell: {n_local.max() / n_local.min():.1f}")
print(f"local spin error relative to largest spin density: {local_error:.1e}")
print("verified")
```

It prints:

```
effective mass: 0.05 m_e
alpha = beta: 20.0 meV nm
electron density: 4.00e+11 cm^-2
hbar^2/m: 1523.99 meV nm^2
circle shift q0 = 2 m alpha/hbar^2: 0.02625 nm^-1
helix wave vector Q = 4 m alpha/hbar^2: 0.05249 nm^-1
helix pitch 2 pi/Q: 119.69 nm
energy shift E0 = 2 m alpha^2/hbar^2: 0.5249 meV
Fermi circle radius K: 0.15853 nm^-1
Fermi energy (zero at k = 0): 18.626 meV
circle crossing points at k+ = 0, |k-|: 0.15635 nm^-1
largest radius error of searched Fermi points: 1.4e-14 nm^-1
density from counting states: 4.001e+11 cm^-2
largest |eps_-(k+Q) - eps_+(k)| on circle: 7.1e-15 meV
same with Q/2 in place of Q: 6.866 meV
local conserved operators incl. identity, by (alpha, beta) in meV nm:
  (20,20): 4  (20,-20): 4  (30,10): 1  (20,0): 1
cell along x+ and x-: 239.4 nm, 119.7 nm
grid points along x+ and x-: 31, 13
disorder rms: 3.0 meV; min -7.35, max 6.00 meV
levels compared with scalar problem: 40
largest level difference after shift E0: 3.7e-13 meV
packet mean k+ at start: 0.10499 nm^-1
packet mean k+, average over 20-40 ps: -0.00319 nm^-1
helix Q, largest change of amplitude in 40 ps: 2.8e-11
pattern amplitude averaged over 20-40 ps (start value 1):
  helix Q, equal strengths: 1.000000
  uniform spin, equal strengths: -0.002
  reverse helix -Q, equal strengths: -0.013
  helix Q, alpha 30, beta 10 meV nm: 0.121
  helix Q, cubic term -1000 meV nm^3: 0.339
<kz^2> implied by beta = -gamma <kz^2>: 0.020 nm^-2
thermal helix: kT 2.0 meV, polarization 0.10, time 40 ps
thermal density, max/min over cell: 73.3
local spin error relative to largest spin density: 1.4e-09
verified
```
